\section*{Gaussian basis convergence for point and finite nuclei in the Dirac equation}

\section{What scaling fixes}

Close to a point nucleus the Dirac equation has no length scale. The kinetic term $c\,d/dr$ and the potential $-Z/r$ both carry one inverse length, and their ratio is the pure number $Z/c$. The solution there must be a power of $r$; for the $1s_{1/2}$ level it is $r^{\gamma-1}$ with
\begin{equation}
\gamma=\sqrt{1-(Z/c)^2}.
\end{equation}
Atomic units are used, $Z$ is the charge number, and energies exclude the rest energy.

A Gaussian $e^{-\zeta r^2}$ has the length $\zeta^{-1/2}$. Suppose that a basis with largest exponent $\zeta_{\max}$ fails inside a radius $\lambda\propto\zeta_{\max}^{-1/2}$. The energy at stake has the density $r^2\,(1/r)\,(r^{\gamma-1})^2=r^{2\gamma-1}$, so the error is
\begin{equation}
\Delta E\propto\int_0^\lambda r^{2\gamma-1}dr\propto\lambda^{2\gamma}\propto\zeta_{\max}^{-\gamma}.
\label{law}
\end{equation}
A finite nucleus brings in a length of its own. If its charge distribution is smooth, as in the Gaussian model used below, the singular power is absent inside it, and the law (\ref{law}) ends as the basis begins to resolve that length. Scaling leaves open the prefactor, the role of the exponent spacing, and the place where the finite nucleus takes over.

\section{The energy and its error}

Consider one electron in a central potential $V<0$. Write the large component as $G(r)\chi$, with $\chi$ a constant spinor, and the small one as $-iF(r)\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\chi$. Since $\boldsymbol\sigma\!\cdot\!\mathbf p\,G\chi=-iG'\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\chi$ and $\boldsymbol\sigma\!\cdot\!\mathbf p\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}F\chi=-i(F'+2F/r)\chi$, the Dirac equation becomes
\begin{align}
cG'&=(2c^2+E-V)F, \label{r1}\\
\frac{c}{r^2}(r^2F)'&=(V-E)G. \label{r2}
\end{align}
Equation (\ref{r1}) gives $F=cG'/(2c^2+E-V)$ without approximation. Multiply (\ref{r2}) by $r^2G$, integrate, and integrate the left side by parts; the boundary term $cr^2FG$ vanishes at both ends. The result is $Q_E[G]=0$ with
\begin{equation}
Q_E[G]=\int_0^\infty\! r^2\left[\frac{c^2G'^2}{2c^2+E-V}+(V-E)G^2\right]dr .
\label{Q}
\end{equation}
For $G=\sum_k a_ke^{-\zeta_kr^2}$ this is a quadratic form in the $a_k$. The basis-set level is the energy at which the lowest eigenvalue of its matrix passes through zero. Only $G$ is expanded; the small component follows from it. A method that expands both components separately is not covered by the bound derived next.

Let $G_0,E_0$ be the true ground state of the chosen nuclear model, and set $p=c^2r^2/(2c^2+E_0-V)>0$. Equations (\ref{r1}) and (\ref{r2}) combine to $(pG_0')'=r^2(V-E_0)G_0$. For any admissible $\delta=G_0h$,
\begin{align}
Q_{E_0}[\delta]&=\int\left[p(G_0'h+G_0h')^2+(pG_0')'G_0h^2\right]dr\nonumber\\
&=\int\left[p(G_0'h+G_0h')^2-pG_0'(G_0'h^2+2G_0hh')\right]dr\nonumber\\
&=\int pG_0^2h'^2\,dr\ \ge 0 .
\label{pos}
\end{align}
The second line is an integration by parts, and the third follows on expanding the square. Division by $G_0$ requires that it have no node. This is evident from the closed solution below for the point nucleus. For the finite nucleus it follows from the numerical integration, in which $F/G$ stays finite at all radii covered.

Differentiating (\ref{Q}) at fixed $G$ gives
\begin{equation}
\frac{dQ_E}{dE}=-\int r^2(G^2+F^2)\,dr\equiv-N[G]<0 .
\end{equation}
Since $Q_{E_0}[G]\ge0$ and $Q_E$ falls with $E$, a trial function has its zero at $E\ge E_0$. The basis-set level is therefore an upper bound, and adding functions cannot raise it.

Now put $G=G_0-\delta$. The cross term in $Q_{E_0}[G]$ is
\begin{equation}
-2\int\left[pG_0'\delta'+r^2(V-E_0)G_0\delta\right]dr
=-2\int\delta\left[-(pG_0')'+r^2(V-E_0)G_0\right]dr=0 ,
\end{equation}
and $Q_{E_0}[G_0]=0$, so $Q_{E_0}[G]=Q_{E_0}[\delta]$. Expanding $Q_E[G]=0$ to first order in $E-E_0$ yields
\begin{equation}
E-E_0\simeq\frac{Q_{E_0}[\delta]}{N[G_0]} .
\label{err}
\end{equation}
The error is quadratic in the defect $\delta$. Each contribution can now be judged by the defect it leaves.

\section{First contribution: the singular power}

For $V=-Z/r$ try $G_0=r^{\gamma-1}e^{-Zr}$ and $F=-aG_0$. Equation (\ref{r1}) requires
\begin{equation}
c\left(\frac{\gamma-1}{r}-Z\right)=-a\left(2c^2+E+\frac Zr\right),
\end{equation}
and (\ref{r2}) requires
\begin{equation}
-ac\left(\frac{\gamma+1}{r}-Z\right)=-\frac Zr-E .
\end{equation}
The $1/r$ terms give $a=c(1-\gamma)/Z$ and $a=Z/[c(1+\gamma)]$, which agree because $c^2(1-\gamma^2)=Z^2$. The constant terms give $E_0=-acZ=-Z^2/(1+\gamma)=c^2(\gamma-1)$, and with this value $2c^2+E_0=c^2(1+\gamma)=cZ/a$, as the first equation demands.

For $r\ll Z/(2c^2)$ the potential exceeds $2c^2$, and (\ref{Q}) reduces to the scale-free form
\begin{equation}
q[\delta]=\int_0^\infty\left(\frac{c^2}{Z}r^3\delta'^2-Zr\,\delta^2\right)dr .
\label{q}
\end{equation}
Its stationary functions obey $(c^2/Z)(r^3G')'+ZrG=0$. Inserting $r^k$ gives $k(k+2)=-(Z/c)^2$, so $k=-1\pm\gamma$. The lower sign is not normalizable for $\gamma>1/2$, and the upper one is the singularity in question.

To see what it asks of a Gaussian basis, set $s=(1-\gamma)/2$ and substitute $u=\zeta r^2$ in the integral that defines $\Gamma(s)$:
\begin{equation}
r^{\gamma-1}=\frac1{\Gamma(s)}\int_0^\infty\zeta^{s-1}e^{-\zeta r^2}d\zeta .
\label{lap}
\end{equation}
The weight $\zeta^{s-1}$ is a power without an upper end: each further decade of exponents contributes. Dropping all exponents above $\zeta_{\max}$ leaves the defect
\begin{equation}
\delta(r)=r^{\gamma-1}\frac{\Gamma(s,\zeta_{\max}r^2)}{\Gamma(s)}
=\zeta_{\max}^{(1-\gamma)/2}\,d(x),\qquad x=\sqrt{\zeta_{\max}}\,r ,
\label{cut}
\end{equation}
where $\Gamma(s,\cdot)$ is the upper incomplete gamma function and $d$ does not depend on $\zeta_{\max}$. In (\ref{q}), $r\,dr$ supplies $\zeta_{\max}^{-1}$ and $\delta^2$ supplies $\zeta_{\max}^{1-\gamma}$, together $\zeta_{\max}^{-\gamma}$. In the kinetic term $r^3dr$ supplies $\zeta_{\max}^{-2}$ and $\delta'^2$ supplies $\zeta_{\max}^{2-\gamma}$, the same product. This confirms (\ref{law}) for a sharp cut of the weight.

\section{Second contribution: the cusp}

The factor $e^{-Zr}$ contains a term linear in $r$, which is not even in $r$ and so also resists Gaussians. It stands alone in the nonrelativistic limit, where $\gamma\to1$ and $p\to r^2/2$. With the scale of the wave function fixed by $G_0(0)=1$, the defect then has the form $\delta=Z\zeta_{\max}^{-1/2}d(x)$, and
\begin{equation}
\frac12\int r^2\delta'^2dr\propto Z^2\zeta_{\max}^{-3/2} .
\end{equation}
The potential term, $Z\int r\delta^2dr\propto Z^3\zeta_{\max}^{-2}$, is smaller at large $\zeta_{\max}$. The energy error (\ref{err}) also contains the norm $N[G_0]=\int r^2e^{-2Zr}dr=1/(4Z^3)$ in the denominator, so it is proportional to $Z^5\zeta_{\max}^{-3/2}$.

The two contributions can be weighed through
\begin{equation}
\frac{G_0'}{G_0}=-\frac{1-\gamma}{r}-Z .
\end{equation}
They are equal at $r=(1-\gamma)/Z$, which is close to $Z/(2c^2)$ when $Z\ll c$. Closer in, the singular power dominates, so of these two contributions $\zeta_{\max}^{-\gamma}$ is the one that prevails at large $\zeta_{\max}$ for any $Z>0$. For small $Z$ it is fully established only late, at exponents of order $(2c^2/Z)^2$, and the change from $3/2$ is gradual. For $Z=10$, where $(2c^2/Z)^2\simeq1.4\times10^7$ and $\gamma\simeq1.00$, a ladder with six exponents per decade gives a local power of $1.41$ between $10^3$ and $10^4$, $1.19$ between $10^5$ and $10^6$, and about $1.0$ from $10^7$ on.

\section{Third contribution: the spacing of the exponents}

The largest exponent does not limit the accuracy by itself. Expand a sharper Gaussian about an exponent $\zeta_0$ that is available:
\begin{equation}
e^{-\zeta r^2}=\sum_{n=0}^\infty\frac{(\zeta_0-\zeta)^n}{n!}\,r^{2n}e^{-\zeta_0r^2} .
\label{crowd}
\end{equation}
The maximum of $r^{2n}e^{-\zeta_0r^2}$ is $(n/e\zeta_0)^n$. By Stirling's formula the terms are then bounded by about $|\zeta/\zeta_0-1|^n$, and the series converges uniformly for $\zeta<2\zeta_0$. Each term is, up to a factor, an $n$th derivative with respect to $\zeta_0$, hence a limit of finite differences of Gaussians with exponents near $\zeta_0$. Above $2\zeta_0$ the convergence is no longer uniform, so one expansion reaches no further. The Gaussians so obtained, with exponents near some $\zeta_1<2\zeta_0$, supply the finite differences for a new expansion about $\zeta_1$, which reaches $2\zeta_1$, and repetition reaches any exponent. Crowded exponents can thus imitate sharper ones, at the price of large cancelling coefficients.

The law therefore needs a stated spacing. Take a ladder $\zeta_{\max},\zeta_{\max}/b,\zeta_{\max}/b^2,\dots$ of fixed ratio $b$. In the variable $x$ its functions do not depend on $\zeta_{\max}$, and neither does the optimization of the coefficients, provided that the lower rungs describe the outer function well enough. The part of the error that comes from the top of the ladder is then $K_b\,\zeta_{\max}^{-\gamma}$: the ratio affects its prefactor and leaves its power alone. A ladder of fixed ratio also leaves a defect in the outer function, which further rungs at the top do not remove. This adds a floor that does not change as rungs are added, and the law is visible only above it. Shifting the whole ladder by a fraction of a step moves the floor by some tens of percent. The floor rises steeply with $b$: for the ion treated below it lies under $10^{-7}$ hartree at four exponents per decade, near $10^{-4}$ hartree at three, and near $0.1$ hartree at two. That $K_b$ is not zero is shown here by computation, not by proof.

On such a ladder $\zeta_{\max}$ grows exponentially with the number of functions. The power law describes the dependence on the largest exponent; for a point nucleus, once $\zeta_{\max}$ is large enough that the singular power prevails over the cusp and as long as the error lies well above the floor, each function added at the top multiplies it by a factor close to $b^{-\gamma}$.

\section{Fourth contribution: the finite nucleus}

Let the nuclear charge density be proportional to $e^{-\xi r^2}$, so that $\langle r^2\rangle=3/(2\xi)$. Writing the error function as an integral and substituting $y=tr$ gives
\begin{equation}
V(r)=-\frac{Z\,\mathrm{erf}(\sqrt\xi\,r)}{r}
=-\frac{2Z}{\sqrt\pi}\int_0^{\sqrt\xi}e^{-t^2r^2}dt .
\label{V}
\end{equation}
The potential is a superposition of Gaussians with no exponent above $\xi$. Solve (\ref{r1}) and (\ref{r2}) near the nucleus by iteration, starting from a constant $G$. Three operations occur.

\begin{itemize}
\item Integration of (\ref{r2}): $r^{-2}\int_0^r r'^2e^{-ar'^2}dr'=r\int_0^1\sigma^2e^{-a\sigma^2r^2}d\sigma$, with exponents at most $a$.
\item Integration of (\ref{r1}): $\int_0^r r'e^{-ar'^2}dr'=(1-e^{-ar^2})/(2a)$, with exponents $0$ and $a$.
\item Multiplication by $V$, which adds at most $\xi$ to an exponent.
\end{itemize}

The constants $E$ and $2c^2$ bring in even powers of $r$. These are derivatives with respect to $a$ of the same expressions and create no larger exponent. The terms of order $n$ in $V$ therefore contain no exponent above $n\xi$. The endless weight of (\ref{lap}) is replaced, order by order, by one that stops, and $G$ is even and smooth at the origin.

This argument removes the cause of the power law. It does not give the rate of the new convergence or the exponent at which it begins. Scaling settles part of the second question: if the nucleus is much smaller than $Z/(2c^2)$, the inner problem depends on $\zeta_{\max}/\xi$ alone, so the crossover must move in proportion to $\xi$. The argument relies on (\ref{V}) and does not carry over to a charge distribution with a sharp edge.

\section{Weighing the contributions: hydrogen-like erbium}

For $Z=68$ and $c=137.036$, $\gamma=0.8682$ and $s=0.0659$. A rough rms nuclear radius of $5.2$ fm is $9.83\times10^{-5}$ bohr, so
\begin{equation}
\xi=\frac{3}{2(9.83\times10^{-5})^2}\simeq1.55\times10^{8}\ \mathrm{bohr}^{-2}.
\end{equation}
The radius is well below $Z/(2c^2)=1.81\times10^{-3}$ bohr, so the singular region of the point model extends far outside the nucleus. The model omits QED effects and nuclear recoil.

The point-nucleus level is $-2475.114$ hartree, and the Gaussian nucleus of this rough radius raises it by about $0.56$ hartree. The table gives basis-set errors in hartree for a ladder with four exponents per decade, $b=1.778$, that ends at $31.6$ bohr$^{-2}$; extending it one decade lower changes only the last point-nucleus entry, to $8.22\times10^{-6}$. Each is relative to the level of the same nuclear model without a basis.

\begin{center}
\begin{tabular}{ccc}
$\zeta_{\max}$ (bohr$^{-2}$) & point & finite\\
$10^5$ & $9.02$ & $8.68$\\
$10^6$ & $1.25$ & $1.02$\\
$10^7$ & $0.175$ & $0.0604$\\
$10^8$ & $0.0241$ & $1.87\times10^{-5}$\\
$10^{9}$ & $3.28\times10^{-3}$ & below $10^{-7}$\\
$10^{10}$ & $4.46\times10^{-4}$ & below $10^{-7}$\\
$10^{12}$ & $8.23\times10^{-6}$ & below $10^{-7}$
\end{tabular}
\end{center}

\textbf{The singular power.} The law predicts a reduction by $10^{2\gamma}\simeq54.5$ over two decades. From $10^{10}$ to $10^{12}$ the table gives $4.46\times10^{-4}/8.23\times10^{-6}\simeq54.2$, and the fitted power is $0.867$. The entry at $10^{12}$ contains the floor of this ladder, about $3.5\times10^{-8}$ hartree; with the floor subtracted the power is $0.868$. At $10^8$ the quadratic formula (\ref{err}), evaluated from the defect of the wave function, with $G$ and $G_0$ both normalized to $N=1$, reproduces the energy error to all seven printed digits; with this normalization only a term of second order in $E-E_0$ is neglected.

\textbf{The cusp.} It equals the singular term at $r=(1-\gamma)/Z=0.1318/68\simeq1.9\times10^{-3}$ bohr, which corresponds to $\zeta=r^{-2}\simeq3\times10^5$ bohr$^{-2}$. The table shows no stretch with the power $3/2$: even from $10^5$ to $10^6$ the power is $\log_{10}(9.02/1.25)\simeq0.86$. With $c$ made a thousand times larger, so that the cusp stands alone, the fitted power is $1.49$.

\textbf{The spacing.} Five exponents per decade lower the point-nucleus error at $10^{10}$ from $4.46\times10^{-4}$ to $4.01\times10^{-4}$ hartree, about $10\%$, with a fitted power of $0.868$. The sharp cut (\ref{cut}) gives $1.08\times10^{-3}$ hartree there, $2.4$ times the optimized error on four exponents per decade. Over these cases optimization and spacing change the prefactor by modest factors, whereas the power acts over many decades.

\textbf{The finite nucleus.} At $\zeta_{\max}=10^5$, far below $\xi$, the finite-nucleus error is still $96\%$ of the point-nucleus error, so nuclear size brings almost no gain. Between $10^7$ and $10^8$ it falls with an average power of $\log_{10}(0.0604/1.87\times10^{-5})\simeq3.5$, four times $\gamma$. It reaches $1\%$ of the point-nucleus error at about $6\times10^7$ bohr$^{-2}$, or about $0.4\,\xi$, by interpolation between ladder tops a quarter decade apart.

This crossover lies below $\xi$, although the potential contains exponents up to $\xi$. The value $0.4$ belongs to the chosen $1\%$ criterion and to four exponents per decade; it is a computed result and is not derived here. The proportionality to $\xi$ was tested directly. A nucleus with one third of the radius has a ninefold $\xi$, and its crossover lies about nine times higher.

For an error of $10^{-6}$ hartree the finite nucleus needs $\zeta_{\max}\simeq1.8\times10^8$ bohr$^{-2}$, the first ladder top that meets the target. For the point nucleus the fitted law extrapolates to about $1.1\times10^{13}$ bohr$^{-2}$; the error is still $1.14\times10^{-6}$ hartree at $10^{13}$, and the first ladder top that meets the target is $1.8\times10^{13}$ bohr$^{-2}$. The gap between the two ladder tops is five decades, or $20$ further functions at four per decade. They would describe a singularity that the finite nucleus does not have. The numerical check compares the basis-set levels with the closed point-nucleus energy and with direct integration of (\ref{r1}) and (\ref{r2}).

\section*{Computed values}
\begin{verbatim}
charge number Z = 68
speed of light c = 137.035999 a.u.
gamma = 0.868197; gamma-1 = -0.131803
weight exponent s = (1-gamma)/2 = 0.065902
length Z/(2c^2) = 1.8105e-03 bohr
rms nuclear radius (rough input) = 5.2 fm
rms nuclear radius = 9.8266e-05 bohr
nuclear exponent xi = 1.5534e+08 bohr^-2
ladder ratio, 4 per decade = 1.7783
ladder ratio, 5 per decade = 1.5849
smallest exponent, 4 per decade = 31.62 bohr^-2
number of Gaussians at zeta_max=1e12 = 43
E point nucleus, closed formula = -2475.113930 hartree
E point nucleus, integrated = -2475.113930 hartree
E Gaussian nucleus, integrated = -2474.549460 hartree
finite-size shift = 0.564470 hartree
zeta_max (bohr^-2), error point, error finite (hartree):
  1e5  9.024e+00  8.681e+00
  1e6  1.252e+00  1.019e+00
  1e7  1.748e-01  6.039e-02
  1e8  2.408e-02  1.869e-05
  1e9  3.284e-03  below 1e-7
  1e10  4.459e-04  below 1e-7
  1e11  6.048e-05  below 1e-7
  1e12  8.225e-06  below 1e-7
fitted power, point, 4 per decade, 1e10-1e12 = 0.8672
fitted power, point, 5 per decade, 1e10-1e12 = 0.8680
point error at 1e10, 5 per decade = 4.010e-04 hartree
fitted power, nonrelativistic, 1e7-1e9 = 1.4859
sharp-cut error at 1e10 = 1.078e-03 hartree
power of sharp-cut error = 0.8675
point error at 1e8 from energy = 2.407932e-02 hartree
point error at 1e8 from defect = 2.407932e-02 hartree
steepest finite power over one decade = 3.51
finite/point error ratio at 1e5 = 0.962
crossover (1% of point error) = 6.129e+07 bohr^-2
crossover divided by xi = 0.39
crossover shift for radius/3 = 9.32 times
zeta_max for 1e-6 hartree, point (fit) = 1.13e+13 bohr^-2
zeta_max for 1e-6 hartree, finite (grid) = 1.78e+08 bohr^-2
\end{verbatim}
